**Refocusing and random Coulomb blur in an electron beam**

The program separates the smooth space-charge defocus of a uniform beam, which a focus shift cancels, from the random displacements caused by individual neighbours, which remain. The beam has radius \(R\) and drift length \(L\), followed by a lens of focal length \(f\); \(d_{50}\) is the diameter holding half the electrons at the image. It asserts that the smooth force agrees with quadrature, that the axial scatter law agrees with direct Coulomb sums, and that allowing neighbours to move changes \(d_{50}\) by less than 3%. It also asserts that a scan of the focus leaves a substantial blur for discrete electrons, while the smooth beam becomes sharp. For 50 keV, 1 µA, \(R=100\) µm, \(L=100\) mm and \(f=20\) mm, \(d_{50}\) falls from 38.7 nm to 19.6 nm at best focus. Quadrupling the current raises the remaining \(d_{50}\) with an effective exponent of 0.78. For a Gaussian profile, linear refocusing leaves 13.1% of the mean-square smooth displacement. Including the converging section behind the lens raises the best \(d_{50}\) to 23.8 nm; other column sections are not modelled.

## Numerical check

```python
"""
Result under test: refocusing cancels the linear smooth space-charge defocus of
an electron beam, but not the random displacements from discrete neighbours.
Model: uniform parallel beam, radius R, drift L, then a thin lens of focal
length f. Neighbours are Poisson distributed and frozen in the comoving frame.
Force unit: C/R^2 with C = e^2/(4 pi eps0); length unit in sums: R.
per_radius = comoving electrons per length R; density = per_radius/pi.
d50 = diameter holding half of the electrons at the image.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import j0, j1, gamma as gamma_function

rng = np.random.default_rng(2718)
energy_eV, current = 50e3, 1e-6
R, L, f = 100e-6, 0.100, 0.020
e, mass, c = sc.e, sc.m_e, sc.c
lorentz = 1 + energy_eV * e / (mass * c**2)
speed = c * np.sqrt(1 - 1 / lorentz**2)
momentum = lorentz * mass * speed
C = e**2 / (4 * np.pi * sc.epsilon_0)
line_density = current / (e * speed)
per_radius = line_density * R / lorentz
density = per_radius / np.pi
time_comoving = L / (speed * lorentz)
unit_angle = C * time_comoving / (R**2 * momentum)
unit_nm = f * unit_angle * 1e9
HALF_LENGTH = 15.0


def smooth_force(x, n):
    """Coulomb integral over a long uniform cylinder, centred on the test point."""
    z_part = quad(np.cos, -np.pi / 2, np.pi / 2)[0]  # z = s tan(angle)

    def ray(phi):
        reach = -x * np.cos(phi) + np.sqrt(1 - (x * np.sin(phi))**2)
        return -np.cos(phi) * reach
    return n * z_part * quad(ray, 0, 2 * np.pi)[0]


def sample_kicks(x0, electrons_per_radius):
    """Direct sums: drift force (x, y), then converging-section kernel (x, y)."""
    result = np.zeros((4, len(x0)))
    for start in range(0, len(x0), 5000):
        xs = x0[start:start + 5000]
        counts = rng.poisson(2 * HALF_LENGTH * electrons_per_radius, len(xs))
        owner = np.repeat(np.arange(len(xs)), counts)
        radius = np.sqrt(rng.random(len(owner)))
        angle = 2 * np.pi * rng.random(len(owner))
        dx = xs[owner] - radius * np.cos(angle)
        dy = -radius * np.sin(angle)
        z = rng.uniform(-HALF_LENGTH, HALF_LENGTH, len(owner))
        s2 = dx**2 + dy**2
        drift = (s2 + z**2)**-1.5
        ratio = np.sqrt(s2) / np.abs(z)
        converge = (np.arcsinh(ratio) - ratio / np.sqrt(1 + ratio**2)) / s2**1.5
        for k, w in enumerate((dx * drift, dy * drift, dx * converge, dy * converge)):
            result[k, start:start + len(xs)] = np.bincount(owner, w, len(xs))
    return result


def spot_d50(x, y, kick_x, kick_y, shift):
    """Trace rays through the lens to the plane f + shift; returns nm."""
    X = x * R + (f + shift) * (kick_x * unit_angle - x * R / f)
    Y = y * R + (f + shift) * (kick_y * unit_angle - y * R / f)
    return 2e9 * np.median(np.hypot(X, Y))


def mean_field_shift(electrons_per_radius):
    kappa = 2 * electrons_per_radius * unit_angle / R
    return f**2 * kappa / (1 - f * kappa)


def best_focus(x, kick_x, kick_y, reference):
    """Vertex of a parabola through d50^2 against focus shift, and d50 there."""
    scaled = np.linspace(0, 1.6, 49)
    spots = np.array([spot_d50(x, 0 * x, kick_x, kick_y, u * reference) for u in scaled])
    fit = np.polyfit(scaled, spots**2, 2)
    vertex = -fit[1] / (2 * fit[0])
    value = spot_d50(x, 0 * x, kick_x, kick_y, vertex * reference)
    assert spots.min() > 0.97 * value  # no scanned focus does clearly better
    return vertex, value


# Smooth force: linear in radius; comoving and laboratory kicks agree
for x in (0.2, 0.5, 0.9):
    assert abs(smooth_force(x, density) / (2 * per_radius * x) - 1) < 1e-7
lab_field = line_density * e / (2 * np.pi * sc.epsilon_0 * R)
lab_angle = e * lab_field * (1 - (speed / c)**2) * (L / speed) / momentum
rim_angle = 2 * per_radius * unit_angle
assert abs(lab_angle / rim_angle - 1) < 1e-9
shift_mf = mean_field_shift(per_radius)

# Smooth-beam control: refocusing makes the image sharp
x_control = np.sqrt((np.arange(40) + 0.5) / 40)
k_control = np.array([smooth_force(x, density) for x in x_control])
smooth_before = spot_d50(x_control, 0 * x_control, k_control, 0 * x_control, 0)
smooth_after = spot_d50(x_control, 0 * x_control, k_control, 0 * x_control, shift_mf)
assert smooth_after < 1e-4 * smooth_before


# Scatter constant from its defining integral over neighbour positions
def near_part(u):
    y = u * u
    gap = y**2 / 6 - y**4 / 120 if y < 0.01 else 1 - np.sin(y) / y
    return 2 * u * gap / y**2.5


scatter_integral = quad(lambda u: 2 * u * (u**4 / 6 - u**8 / 120) / u**5
                        if u < 0.1 else near_part(u), 0, 1)[0]
scatter_integral += 2 / 3 - quad(lambda y: y**-3.5, 1, np.inf, weight='sin', wvar=1)[0]
scatter_constant = 4 / 15 * (2 * np.pi)**1.5
assert abs(2 * np.pi * scatter_integral / scatter_constant - 1) < 1e-5

# Unbounded-medium law: median, tail, falling density, Gaussian mixture
q = np.linspace(0, 12, 8001)
phi_stable = np.exp(-q**1.5)


def enclosed(radius, q_grid, phi):
    return radius * simpson(j1(q_grid * radius) * phi, x=q_grid)


median_stable = brentq(lambda r: enclosed(r, q, phi_stable) - 0.5, 0.5, 4)
sine_integral = quad(lambda t: np.sin(t)**2.5, 0, np.pi)[0]
tail_constant = 2 * np.pi / 3 * sine_integral / scatter_constant
tail_direct = 1 - enclosed(40.0, q, phi_stable)
assert abs(tail_direct / (tail_constant * 40**-1.5) - 1) < 0.02
radii = np.arange(0.05, 8, 0.1)
profile = np.array([simpson(q * j0(q * r) * phi_stable, x=q) for r in radii])
assert np.all(np.diff(profile) < 0)
mixture = quad(lambda w: -4 * np.expm1(-2 * w**4) / w**4, 0, 1)[0]
mixture += quad(lambda s: -np.expm1(-2 * s) * s**-1.75, 1, np.inf)[0]
assert abs(mixture / (4 / 3 * gamma_function(0.25) * 2**0.75) - 1) < 1e-6
scale = (scatter_constant * density)**(2 / 3)
d50_unbounded = 2 * median_stable * scale * unit_nm

# Finite cylinder, axial electron: restore the missing region outside the beam
nodes, weights = np.polynomial.legendre.leggauss(32)
t, wt = (nodes + 1) / 2, weights / 2
theta, wtheta = (nodes + 1) * np.pi / 4, weights * np.pi / 4
cosine = np.cos(theta)[:, None]
argument_per_q = t[None, :]**2 * cosine**3
area = wtheta[:, None] * wt[None, :] / (t[None, :]**4 * cosine**2)
q_beam = np.linspace(0, 12, 1601)
outside = np.zeros_like(q_beam)
for i, qi in enumerate(q_beam):
    a = qi * argument_per_q
    outside[i] = 4 * np.pi * density * np.sum(
        area * np.where(a < 0.01, a**2 / 4 - a**4 / 64, 1 - j0(a)))
phi_beam = np.exp(-scatter_constant * density * q_beam**1.5 + outside)
median_axis = brentq(lambda r: enclosed(r, q_beam, phi_beam) - 0.5, 0.5, 20)
d50_axis = 2 * median_axis * unit_nm
axis = sample_kicks(np.zeros(20000), per_radius)
axis_size = np.hypot(axis[0], axis[1])
for factor in (0.4, 0.7, 1.0, 1.5, 2.5):
    r = factor * median_axis
    assert abs(np.mean(axis_size < r) - enclosed(r, q_beam, phi_beam)) < 0.016
d50_axis_sum = 2 * np.median(axis_size) * unit_nm
inside_centred = np.mean(axis_size < median_axis)
inside_moved = np.mean(np.hypot(axis[0] + 0.5 * median_axis, axis[1]) < median_axis)
assert inside_moved < inside_centred - 0.02

# Whole beam: scan of the focus with discrete electrons
x_beam = np.sqrt(rng.random(40000))
kicks = sample_kicks(x_beam, per_radius)
d50_before = spot_d50(x_beam, 0 * x_beam, kicks[0], kicks[1], 0)
d50_mf = spot_d50(x_beam, 0 * x_beam, kicks[0], kicks[1], shift_mf)
best_ratio, d50_best = best_focus(x_beam, kicks[0], kicks[1], shift_mf)
assert d50_best < 0.95 * d50_before
assert d50_best > 0.6 * d50_axis
assert 0.5 < best_ratio < 1.1 and d50_mf < 1.10 * d50_best
rim = x_beam > 0.9
rim_mean = 2 * per_radius * np.mean(x_beam[rim]) * unit_nm
rim_median = np.median(kicks[0][rim]) * unit_nm
assert rim_median < 0.97 * rim_mean

# Four times the current: defocus and remaining blur follow different laws
x_high = np.sqrt(rng.random(15000))
high = sample_kicks(x_high, 4 * per_radius)
high_ratio, d50_high = best_focus(x_high, high[0], high[1],
                                  mean_field_shift(4 * per_radius))
exponent = np.log(d50_high / d50_best) / np.log(4)
assert 0.60 < exponent < 0.85

# Gaussian profile with the same rms radius: smooth force from enclosed charge
fraction = (np.arange(200000) + 0.5) / 200000
s = 0.5 * np.sqrt(-2 * np.log(1 - fraction))
gauss_kick = 2 * per_radius * fraction / s
slope = np.mean(gauss_kick * s) / np.mean(s**2)
gauss_before = np.sqrt(np.mean(gauss_kick**2)) * unit_nm
gauss_after = np.sqrt(np.mean((gauss_kick - slope * s)**2)) * unit_nm
left_fraction = (gauss_after / gauss_before)**2
assert abs(left_fraction - (1 - 1 / (4 * np.log(4 / 3)))) < 1e-3

# Frozen neighbours against many-body motion of beam slices
coupling = C * time_comoving**2 / (mass * R**3)
slices, number = 12, int(round(2 * HALF_LENGTH * per_radius))
rad = np.sqrt(rng.random((slices, number)))
ang = 2 * np.pi * rng.random((slices, number))
start_pos = np.stack([rad * np.cos(ang), rad * np.sin(ang),
                      rng.uniform(-HALF_LENGTH, HALF_LENGTH, rad.shape)], axis=-1)


def all_forces(pos):
    d = pos[:, :, None, :] - pos[:, None, :, :]
    r2 = np.sum(d**2, axis=-1) + np.eye(number)
    return np.sum(d * (r2**-1.5)[..., None], axis=2)


frozen = all_forces(start_pos)
position, velocity, force = start_pos.copy(), np.zeros_like(start_pos), frozen
steps = 100
for _ in range(steps):
    velocity = velocity + 0.5 * coupling * force / steps
    position = position + velocity / steps
    force = all_forces(position)
    velocity = velocity + 0.5 * coupling * force / steps
moving = velocity / coupling
d50_frozen = spot_d50(start_pos[..., 0], start_pos[..., 1],
                      frozen[..., 0], frozen[..., 1], shift_mf)
d50_moving = spot_d50(position[..., 0], position[..., 1],
                      moving[..., 0], moving[..., 1], shift_mf)
assert abs(d50_moving / d50_frozen - 1) < 0.03
close_radius = coupling**(1 / 3)
close_fraction = 1 - np.exp(-density * 4 / 3 * np.pi * close_radius**3)

# Converging section behind the lens: kernel check, then its added blur
s_test, z_test = 0.7, 0.4
kernel_quad = quad(lambda u: u**2 * s_test / (u**2 * s_test**2 + z_test**2)**1.5, 0, 1)[0]
x_test = s_test / z_test
kernel_formula = (np.arcsinh(x_test) - x_test / np.sqrt(1 + x_test**2)) / s_test**2
assert abs(kernel_quad / kernel_formula - 1) < 1e-8
_, d50_converging = best_focus(x_beam, kicks[0] + f / L * kicks[2],
                               kicks[1] + f / L * kicks[3], shift_mf)

# Rough sizes of other neglected effects
aperture = R / f
source_spread_eV, lens_constant, half_shot = 1.0, 0.020, 100e-9
chromatic = lens_constant * aperture * source_spread_eV / energy_eV * 1e9
collision_eV = lorentz * speed * time_comoving * scale * C / R**2 / e
collision_blur = lens_constant * aperture * collision_eV / energy_eV * 1e9
spherical = 0.5 * lens_constant * aperture**3 * 1e9
diffraction = 0.6 * sc.h / momentum / aperture * 1e9
side_drift = half_shot / f * L * 1e6
length_drift = source_spread_eV * e / (lorentz**3 * mass * speed**2) * L * 1e6

print(f"beam energy {energy_eV/1e3:.0f} keV; current {current*1e6:.1f} uA")
print(f"beam radius {R*1e6:.0f} um; drift {L*1e3:.0f} mm; focal length {f*1e3:.0f} mm")
print(f"Lorentz factor {lorentz:.4f}; speed {speed:.4e} m/s")
print(f"momentum {momentum:.4e} kg m/s; comoving flight time {time_comoving*1e9:.4f} ns")
print(f"mean axial spacing, laboratory {1e6/line_density:.2f} um")
print(f"comoving electrons per beam radius {per_radius:.3f}")
print(f"comoving density {density/R**3:.3e} 1/m^3")
print(f"comoving density^(-1/3) {density**(-1/3)*R*1e6:.1f} um")
print(f"image displacement per force unit C/R^2 {unit_nm:.3f} nm")
print(f"smooth kick at rim {rim_angle*1e6:.3f} urad; at image {rim_angle*f*1e9:.2f} nm")
print(f"mean-field focus shift {shift_mf*1e6:.3f} um")
print(f"smooth beam d50 before refocus {smooth_before:.2f} nm")
print(f"smooth beam d50 after refocus {smooth_after:.1e} nm")
print(f"scatter constant (4/15)(2 pi)^1.5 = {scatter_constant:.4f}")
print(f"median radius of unit scatter law {median_stable:.4f}")
print(f"tail constant of unit scatter law {tail_constant:.4f}")
print(f"tail beyond 40 widths: direct {tail_direct:.5f}, law {tail_constant*40**-1.5:.5f}")
print(f"random d50, unbounded medium {d50_unbounded:.2f} nm")
print(f"random d50, axial ray, finite-beam formula {d50_axis:.2f} nm")
print(f"random d50, axial ray, direct sums {d50_axis_sum:.2f} nm")
print(f"axial fraction in median disc: centred {inside_centred:.3f}, moved {inside_moved:.3f}")
print(f"whole beam d50 before refocus {d50_before:.2f} nm")
print(f"whole beam d50 at mean-field focus {d50_mf:.2f} nm")
print(f"whole beam d50 at best focus {d50_best:.2f} nm")
print(f"best focus shift / mean-field shift {best_ratio:.2f}")
print(f"rim electrons, outward displacement: mean {rim_mean:.2f}, median {rim_median:.2f} nm")
print(f"four times current: best d50 {d50_high:.2f} nm; shift ratio {high_ratio:.2f}")
print(f"current exponent of remaining d50 {exponent:.3f}")
print(f"Gaussian profile smooth rms: before {gauss_before:.2f}, after {gauss_after:.2f} nm")
print(f"Gaussian profile mean-square fraction left {left_fraction:.4f}")
print(f"slice d50: frozen {d50_frozen:.3f}, moving neighbours {d50_moving:.3f} nm")
print(f"close-pair radius {close_radius*R*1e6:.2f} um; fraction with one {close_fraction:.2e}")
print(f"best d50 with converging section added {d50_converging:.2f} nm")
print(f"assumed: source spread {source_spread_eV:.1f} eV; Cc = Cs = {lens_constant*1e3:.0f} mm")
print(f"image half-angle {aperture*1e3:.1f} mrad; source chromatic blur {chromatic:.2f} nm")
print(f"collision energy scale {collision_eV:.3f} eV; its blur {collision_blur:.2f} nm")
print(f"spherical blur {spherical:.2f} nm; diffraction blur {diffraction:.2f} nm")
print(f"assumed shot half-width {half_shot*1e9:.0f} nm; sideways drift {side_drift:.2f} um")
print(f"lengthwise drift from source spread {length_drift:.2f} um")
print("no test failed")
```

Printed output:

```
beam energy 50 keV; current 1.0 uA
beam radius 100 um; drift 100 mm; focal length 20 mm
Lorentz factor 1.0978; speed 1.2372e+08 m/s
momentum 1.2373e-22 kg m/s; comoving flight time 0.7362 ns
mean axial spacing, laboratory 19.82 um
comoving electrons per beam radius 4.595
comoving density 1.463e+12 1/m^3
comoving density^(-1/3) 88.1 um
image displacement per force unit C/R^2 2.746 nm
smooth kick at rim 1.262 urad; at image 25.23 nm
mean-field focus shift 5.048 um
smooth beam d50 before refocus 35.68 nm
smooth beam d50 after refocus 0.0e+00 nm
scatter constant (4/15)(2 pi)^1.5 = 4.1999
median radius of unit scatter law 1.6603
tail constant of unit scatter law 0.7170
tail beyond 40 widths: direct 0.00286, law 0.00283
random d50, unbounded medium 30.58 nm
random d50, axial ray, finite-beam formula 24.92 nm
random d50, axial ray, direct sums 24.89 nm
axial fraction in median disc: centred 0.500, moved 0.441
whole beam d50 before refocus 38.70 nm
whole beam d50 at mean-field focus 20.48 nm
whole beam d50 at best focus 19.57 nm
best focus shift / mean-field shift 0.88
rim electrons, outward displacement: mean 23.99, median 20.26 nm
four times current: best d50 57.86 nm; shift ratio 0.95
current exponent of remaining d50 0.782
Gaussian profile smooth rms: before 19.14, after 6.93 nm
Gaussian profile mean-square fraction left 0.1310
slice d50: frozen 19.738, moving neighbours 19.725 nm
close-pair radius 5.16 um; fraction with one 8.41e-04
best d50 with converging section added 23.80 nm
assumed: source spread 1.0 eV; Cc = Cs = 20 mm
image half-angle 5.0 mrad; source chromatic blur 2.00 nm
collision energy scale 0.048 eV; its blur 0.10 nm
spherical blur 1.25 nm; diffraction blur 0.64 nm
assumed shot half-width 100 nm; sideways drift 0.50 um
lengthwise drift from source spread 0.87 um
no test failed
```
